# Eigenvalues of the Coulomb–Gaunt and Coulomb–Breit matrices at fixed electron separation

## Question

I have two Dirac electrons at fixed, distinct positions $\mathbf r_1$ and $\mathbf r_2$. With $r_{12}=|\mathbf r_1-\mathbf r_2|$ and $\mathbf n=(\mathbf r_1-\mathbf r_2)/r_{12}$, the exercise defines, in atomic units,

$$
G=\frac{1}{r_{12}}\left[1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2\right],
$$

$$
B=\frac{1}{r_{12}}\left[1-\tfrac12\left(\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2+(\boldsymbol\alpha_1\cdot\mathbf n)(\boldsymbol\alpha_2\cdot\mathbf n)\right)\right].
$$

These are Coulomb plus Gaunt and Coulomb plus Breit. Each electron has a four-component spinor, so both are 16 by 16 matrices. I have to find all their eigenvalues and degeneracies.

My attempt: $c\boldsymbol\alpha$ is the velocity operator, and the component of $\boldsymbol\alpha$ along any direction has eigenvalues $\pm1$. So I treated $\boldsymbol\alpha_1$ and $\boldsymbol\alpha_2$ as vectors of length at most 1. Then $\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2$ lies between $-1$ and $1$, and $G$ between $0$ and $2/r_{12}$.

But the trace disagrees. Using $\mathrm{tr}(\alpha_i\alpha_j)=4\delta_{ij}$ for each electron,

$$
\mathrm{Tr}\,(\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2)^2=\sum_{ij}(4\delta_{ij})(4\delta_{ij})=48 ,
$$

so the squared eigenvalues average $48/16=3$. Some eigenvalue must then be larger than 1 in magnitude. What is wrong with the velocity picture, and is there a way to diagonalize these matrices by hand?

## Answer

Your trace is right. The three components of $\boldsymbol\alpha$ do not commute, so an electron has no definite velocity vector. Your bound does hold for the dot product of two mean velocities, but when the electrons are entangled, the mean of $\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2$ is in general not such a product and can exceed 1 in magnitude. The matrices can be diagonalized by hand, because they split into 2 by 2 blocks once the spin is separated from the upper and lower components.

### Separating spin from upper and lower components

In the Dirac representation,

$$
\alpha_i=\begin{pmatrix}0&\sigma_i\\ \sigma_i&0\end{pmatrix}=\tau\otimes\sigma_i,\qquad
\tau=\begin{pmatrix}0&1\\1&0\end{pmatrix}.
$$

Call the upper two-component part $L$ and the lower one $S$. Then $\tau$ swaps $L$ and $S$, while $\sigma_i$ acts on the spin. The two act on different factors, so they commute, and

$$
\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2=\sum_i\tau_1\sigma_{1i}\,\tau_2\sigma_{2i}=C\,\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2,\qquad C=\tau_1\tau_2 .
$$

In the same way, $(\boldsymbol\alpha_1\cdot\mathbf n)(\boldsymbol\alpha_2\cdot\mathbf n)=C\,\sigma_{1n}\sigma_{2n}$, where $\sigma_n=\boldsymbol\sigma\cdot\mathbf n$. Both matrices therefore have the form

$$
r_{12}M=1-C\,K,
$$

with the spin factors

$$
K_G=\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2,\qquad
K_B=\tfrac12\left(\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2+\sigma_{1n}\sigma_{2n}\right).
$$

The operator $C$ swaps both labels at once: $LL\leftrightarrow SS$ and $LS\leftrightarrow SL$.

### Eigenvalues of the spin factors

Let $\mathbf S=\tfrac12(\boldsymbol\sigma_1+\boldsymbol\sigma_2)$ be the total spin in units of $\hbar$. Since $\boldsymbol\sigma_1^2=\boldsymbol\sigma_2^2=3$,

$$
\mathbf S^2=\tfrac14\left(3+3+2\,\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\right)
\quad\Rightarrow\quad
\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2=2\mathbf S^2-3 .
$$

A triplet has $\mathbf S^2=2$, which gives $1$. The singlet has $\mathbf S^2=0$, which gives $-3$.

Now quantize the spins along $\mathbf n$. The states $T_+=\uparrow\uparrow$ and $T_-=\downarrow\downarrow$ have parallel spins, so $\sigma_{1n}\sigma_{2n}=1$. The state $T_0=(\uparrow\downarrow+\downarrow\uparrow)/\sqrt2$ and the singlet $(\uparrow\downarrow-\downarrow\uparrow)/\sqrt2$ contain antiparallel spins, so $\sigma_{1n}\sigma_{2n}=-1$.

All four states are thus eigenstates of both spin factors. Writing $k$ for the eigenvalue of $K$:

- For Gaunt, $k=1$ for $T_+$, $T_-$ and $T_0$, and $k=-3$ for the singlet.
- For Breit, $k=\tfrac12(1+1)=1$ for $T_+$ and $T_-$, $k=\tfrac12(1-1)=0$ for $T_0$, and $k=\tfrac12(-3-1)=-2$ for the singlet.

### The 2 by 2 blocks

Take one spin state with its value $k$. In the pair $(LL,SS)$, the matrix leaves each state in place with weight 1 and sends it to its partner with weight $-k$:

$$
r_{12}M\;\to\;\begin{pmatrix}1&-k\\-k&1\end{pmatrix}.
$$

The pair $(LS,SL)$ gives the same block. The eigenvectors are the sum and the difference of the two partners, on which $C$ has the value $c=+1$ and $c=-1$. The eigenvalues are

$$
\lambda=1-ck .
$$

There are four spin states, two pairs for each and two signs $c$ for each pair, which accounts for all $4\times2\times2=16$ dimensions.

For $G$:

- The three triplets have $k=1$ and give $\lambda=0$ for $c=+1$ and $\lambda=2$ for $c=-1$. Each value occurs $3\times2=6$ times.
- The singlet has $k=-3$ and gives $\lambda=4$ for $c=+1$ and $\lambda=-2$ for $c=-1$. Each value occurs twice.

For $B$:

- $T_+$ and $T_-$ have $k=1$ and give $\lambda=0$ and $\lambda=2$, each $2\times2=4$ times.
- $T_0$ has $k=0$ and gives $\lambda=1$ for both signs, hence $4$ times.
- The singlet has $k=-2$ and gives $\lambda=3$ for $c=+1$ and $\lambda=-1$ for $c=-1$, each twice.

In units of $1/r_{12}$, with degeneracies in parentheses, the spectra are

$$
G:\quad 4\,(2),\;\; 2\,(6),\;\; 0\,(6),\;\; -2\,(2),
$$

$$
B:\quad 3\,(2),\;\; 2\,(4),\;\; 1\,(4),\;\; 0\,(4),\;\; -1\,(2).
$$

The direction $\mathbf n$ does not enter the eigenvalues. It sets the spin axis for the eigenvectors of $B$, whereas $G$ does not contain $\mathbf n$, so any spin axis would serve for it.

Two traces check the counting. Each $\alpha_i$ is traceless, so the magnetic terms do not contribute to the trace, and the 16 eigenvalues must add up to 16. They do:

$$
G:\;4\cdot2+2\cdot6+0\cdot6-2\cdot2=16,
$$

$$
B:\;3\cdot2+2\cdot4+1\cdot4+0\cdot4-1\cdot2=16.
$$

Your own trace also comes out. The eigenvalues of $\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2$ are $1-\lambda$ for Gaunt, namely $-3\,(2)$, $-1\,(6)$, $1\,(6)$ and $3\,(2)$. The sum of their squares is $18+6+6+18=48$.

### What remains of the velocity picture

Your bound does hold for a restricted class of states. Suppose the 16-component spinor at the chosen positions is a normalized product $u\otimes v$. Define the real vectors $\mathbf a=\langle u|\boldsymbol\alpha|u\rangle$ and $\mathbf b=\langle v|\boldsymbol\alpha|v\rangle$.

For any unit vector $\mathbf m$, the anticommutator $\alpha_i\alpha_j+\alpha_j\alpha_i=2\delta_{ij}$ gives

$$
(\boldsymbol\alpha\cdot\mathbf m)^2=\tfrac12\sum_{ij}m_im_j(\alpha_i\alpha_j+\alpha_j\alpha_i)=1 .
$$

So $\boldsymbol\alpha\cdot\mathbf m$ has eigenvalues $\pm1$, and its expectation value cannot exceed 1. Choosing $\mathbf m$ along $\mathbf a$ shows that $|\mathbf a|\le1$, and likewise $|\mathbf b|\le1$.

In a product state $\langle\alpha_{1i}\alpha_{2j}\rangle=a_ib_j$, so

$$
r_{12}\langle G\rangle=1-\mathbf a\cdot\mathbf b ,
$$

which lies between 0 and 2. For Breit, split the vectors into parts along $\mathbf n$ and perpendicular to it. Since $\mathbf a\cdot\mathbf b=a_nb_n+\mathbf a_\perp\cdot\mathbf b_\perp$,

$$
r_{12}\langle B\rangle=1-\left[a_nb_n+\tfrac12\,\mathbf a_\perp\cdot\mathbf b_\perp\right].
$$

The bracket is at most $|a_n||b_n|+|\mathbf a_\perp||\mathbf b_\perp|\le|\mathbf a||\mathbf b|\le1$ in magnitude, by the Cauchy–Schwarz inequality. The range is again 0 to 2.

Both ends are reached. The spinor $(L+S)/\sqrt2$ with spin up along $\mathbf n$ has $\langle\boldsymbol\alpha\rangle=\langle\tau\rangle\langle\boldsymbol\sigma\rangle=\mathbf n$, and with spin down it has $-\mathbf n$. Two equal unit velocities along $\mathbf n$ give $1-1=0$: the magnetic term cancels the Coulomb term in the expectation value. For two equal unit velocities perpendicular to $\mathbf n$, $G$ still gives $0$, but $B$ gives $1-\tfrac12=\tfrac12$. Two opposite unit velocities along $\mathbf n$ give $1+1=2$ for both operators.

The eigenvalues $4$ and $-2$ of $G$, and $3$ and $-1$ of $B$, lie outside this range. Their eigenvectors therefore cannot be product spinors. They are spin singlets, in which all three products $\sigma_{1i}\sigma_{2i}$ equal $-1$ together. This is how $\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2$ reaches $\pm3$.

### Why the two spectra differ

The Breit term is the Gaunt term plus a correction that contains derivatives of the distance:

$$
B-G=-\tfrac12\sum_{ij}\alpha_{1i}\alpha_{2j}\,\partial_{1i}\partial_{2j}\,r_{12},
$$

where the derivatives act on $r_{12}$ and on nothing else. To verify this, use $\partial_{1i}r_{12}=n_i$ and $\partial_{2j}r_{12}=-n_j$. Differentiating $n_i=(r_{1i}-r_{2i})/r_{12}$ gives

$$
\partial_{2j}n_i=-\frac{\delta_{ij}}{r_{12}}-\frac{r_{1i}-r_{2i}}{r_{12}^2}(-n_j)
=-\frac{\delta_{ij}-n_in_j}{r_{12}} .
$$

The two minus signs cancel, and

$$
B-G=\frac{1}{2r_{12}}\left[\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2-(\boldsymbol\alpha_1\cdot\mathbf n)(\boldsymbol\alpha_2\cdot\mathbf n)\right].
$$

Adding this to $-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2/r_{12}$ leaves the Breit term with its factor $-\tfrac12$, as in your definition.

On the common eigenvectors, $r_{12}(B-G)$ has the value $\tfrac c2(1-1)=0$ for $T_\pm$, $\tfrac c2(1+1)=c$ for $T_0$, and $\tfrac c2(-3+1)=-c$ for the singlet. The $T_\pm$ levels stay at 0 and 2. The $T_0$ levels move from 0 and 2 to 1, and the singlet levels move from $4$ and $-2$ to $3$ and $-1$. Because the eigenvectors are shared, $G$ and $B$ commute.

### A numerical case

Take $r_{12}=0.5$ bohr and $\mathbf n=(1,2,2)/3$, which has unit length because $1+4+4=9$. Then $1/r_{12}=2$ hartree, and every eigenvalue is multiplied by 2 hartree:

- $G$ has $8$, $4$, $0$ and $-4$ hartree. The highest and lowest are $217.7$ eV and $-108.8$ eV.
- $B$ has $6$, $4$, $2$, $0$ and $-2$ hartree. The highest and lowest are $163.3$ eV and $-54.4$ eV.

A numerical diagonalization of the full matrices, built from the Dirac matrices, gives these values and the degeneracies above. It also agrees with $1-ck$ at randomly chosen distances and directions.

### What the eigenvalues do and do not mean

These are eigenvalues of the interaction at one pair of positions, not energy levels of two electrons. The kinetic and mass terms are missing, and they do not commute with $G$ or $B$. Physical electron states are also built from positive-energy spinors. For a free electron of given momentum, the lower part of such a spinor is fixed by the upper part.

For slow electrons this makes the lower part small. For a free electron of momentum $\mathbf p$ and energy $E$ (including the rest energy), the lower half of the Dirac equation reads $c\,\boldsymbol\sigma\cdot\mathbf p\,\phi_L=(E+mc^2)\,\phi_S$. With $E\approx mc^2$, the lower part $\phi_S$ is smaller than $\phi_L$ by a factor of about $v/2c$.

In the limit where just $LL$ is present, whatever the magnetic term produces from the state lies in $SS$, which is orthogonal to it. The expectation value of both $G$ and $B$ is then the Coulomb value $1/r_{12}$. With small lower components, the magnetic term connects $LL$ with $SS$ and $LS$ with $SL$. Each connection carries two small factors, so the magnetic contribution is of order $v^2/c^2$ relative to the Coulomb one. The extreme eigenvectors are far from this case, in which $LL$ dominates: those in the pair $(LL,SS)$ give $SS$ the same weight as $LL$, and those in the pair $(LS,SL)$ contain no $LL$ part at all. Each extreme level is doubly degenerate, and in any mixture of its two eigenvectors the weight of $LL$ is at most $\tfrac12$.

The Pauli principle does not remove any of the 16 components. Antisymmetry relates the spinor at $(\mathbf r_1,\mathbf r_2)$ to the one at $(\mathbf r_2,\mathbf r_1)$, and for distinct positions these are different points. Exchange turns $\mathbf n$ into $-\mathbf n$, but $\mathbf n$ enters $B$ twice, so both matrices keep their form. An antisymmetrized product of two orbitals is in general a sum of two product spinors at a given pair of positions, so the range 0 to 2 need not apply to it.

Finally, both operators are zero-frequency limits of one-photon exchange, taken in different gauges: $G$ in the Feynman gauge and $B$ in the Coulomb gauge. Both need the exchanged photon's angular frequency $\omega$ to satisfy $\omega r_{12}/c\ll1$, but this does not make them equally accurate. In the Feynman gauge the Coulomb part is itself retarded: $1/r_{12}$ is replaced by $\cos(\omega r_{12}/c)/r_{12}$, a relative change of about $-\tfrac12(\omega r_{12}/c)^2$. With $\omega$ of order $v/r_{12}$ this is of order $v^2/c^2$, the same order as the magnetic term. $G$ drops this correction. For matrix elements that conserve energy, where one electron gains the energy $\hbar\omega$ that the other loses, $B$ includes it to leading order through the term $B-G$, so the relative error of $G$ is of order $v^2/c^2$ and that of $B$ of order $v^4/c^4$. When the two energy changes differ, there is no single $\omega$ and this identification no longer holds as stated. Outside that regime the interaction depends on $\omega$, and the simple scaling of all eigenvalues with $1/r_{12}$ can no longer be assumed.

## Calculated quantities

```
separation r12 = 0.500 bohr
direction n = (0.3333, 0.6667, 0.6667)
Coulomb value 1/r12 = 2.0000 hartree
Coulomb + Gaunt:
  spin factor k, T+: 1.0000
  spin factor k, T-: 1.0000
  spin factor k, T0: 1.0000
  spin factor k, singlet: -3.0000
  eigenvalue 4.0000 /r12, degeneracy 2, energy 8.0000 hartree
  eigenvalue 2.0000 /r12, degeneracy 6, energy 4.0000 hartree
  eigenvalue 0.0000 /r12, degeneracy 6, energy 0.0000 hartree
  eigenvalue -2.0000 /r12, degeneracy 2, energy -4.0000 hartree
  highest: 217.691 eV, lowest: -108.846 eV
  mean of the 16 eigenvalues: 1.0000 /r12
  expectation, LL-only state: 1.0000 /r12
  product spinors: from 0.0000 to 2.0000 /r12
Coulomb + Breit:
  spin factor k, T+: 1.0000
  spin factor k, T-: 1.0000
  spin factor k, T0: 0.0000
  spin factor k, singlet: -2.0000
  eigenvalue 3.0000 /r12, degeneracy 2, energy 6.0000 hartree
  eigenvalue 2.0000 /r12, degeneracy 4, energy 4.0000 hartree
  eigenvalue 1.0000 /r12, degeneracy 4, energy 2.0000 hartree
  eigenvalue 0.0000 /r12, degeneracy 4, energy 0.0000 hartree
  eigenvalue -1.0000 /r12, degeneracy 2, energy -2.0000 hartree
  highest: 163.268 eV, lowest: -54.423 eV
  mean of the 16 eigenvalues: 1.0000 /r12
  expectation, LL-only state: 1.0000 /r12
  product spinors: from 0.0000 to 2.0000 /r12
```
